**Peak rate in competitive Langmuir-Hinshelwood kinetics**

With $a=K_Ap_A$ varied and $b=K_Bp_B$ fixed, the rate $R=k\theta_A\theta_B$ peaks at $a=1+b$; here $\theta_A$ and $\theta_B$ are the fractions of sites covered, and $k$ is the surface rate constant. The program sums over all configurations of a small periodic lattice and counts neighbouring A-B pairs without using the Langmuir formulas. It asserts that the coverages and pair counts agree with those formulas, and that the peak has the predicted position, height and half coverage by A for three values of $b$. It also asserts the symbolic slope of the rate, the agreement of steady coverages with time integration from a bare surface, and the peak at $a=16$ for dissociative adsorption of A with $b=3$. For $b=3$ the output gives $a=4$, $\theta_A=0.5$, $\theta_B=0.375$ and $R/k=0.1875$. In the numerical example the best pressure of A is 2 Torr and the growth rate is 11.25 nm/min. Further lines size the effects of finite reaction speed, neighbour repulsion, a 10 K temperature error and gas transport.

## Numerical check

```python
# Result under test: for competitive Langmuir-Hinshelwood kinetics the rate
# R = k*theta_A*theta_B at fixed b = K_B*p_B peaks at a = K_A*p_A = 1 + b,
# where theta_A = 1/2 and R/k = b/(4(1+b)).  For b = 3 the peak is at a = 4.
# theta_A, theta_B: fractions of sites covered; k: surface rate constant.
# The sums over lattice configurations do not use the Langmuir formulas.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar


def make_lattice(rows, cols):
    """Enumerate empty/A/B configurations of a periodic square lattice."""
    n = rows * cols
    state = np.indices((3,) * n, dtype=np.int8).reshape(n, -1)
    is_a, is_b = state == 1, state == 2
    ab_pairs = np.zeros(state.shape[1])
    filled_pairs = np.zeros(state.shape[1])
    for r in range(rows):
        for c in range(cols):
            i = r * cols + c
            for j in (r * cols + (c + 1) % cols, ((r + 1) % rows) * cols + c):
                ab_pairs += (is_a[i] & is_b[j]) | (is_b[i] & is_a[j])
                filled_pairs += (state[i] > 0) & (state[j] > 0)
    return (n, is_a.sum(axis=0).astype(float), is_b.sum(axis=0).astype(float),
            ab_pairs, filled_pairs)


def lattice_average(lattice, a, b, repulsion_over_kt=0.0):
    """Return theta_A, theta_B and R/k from the count of A-B neighbours."""
    n, n_a, n_b, ab_pairs, filled_pairs = lattice
    weight = a**n_a * b**n_b * np.exp(-repulsion_over_kt * filled_pairs)
    weight /= weight.sum()
    # k = 4 * (rate constant of one A-B pair) on a square lattice
    return weight @ n_a / n, weight @ n_b / n, weight @ ab_pairs / (4 * n)


def find_peak(rate):
    """Value of a at which rate(a) is largest."""
    found = minimize_scalar(lambda x: -rate(np.exp(x)),
                            bounds=(np.log(0.05), np.log(200.0)),
                            method="bounded", options={"xatol": 1e-9})
    return float(np.exp(found.x))


# Model inputs
temperature = 900.0          # K
K_A, K_B = 2.0, 6.0          # 1/Torr
p_B = 0.5                    # Torr
k_surface = 4.0              # 1/s
layer = 0.25                 # nm of film per reaction per site
mass_A, mass_B = 100.0, 50.0  # u
sticking = 0.1
site_density = 1e15          # 1/cm2
attempt = 1e13               # 1/s
repulsion = 0.02             # eV per neighbouring pair
diffusivity = 200.0          # cm2/s
gas_gap = 1.0                # cm
b_fixed = K_B * p_B
torr = const.torr
kB_eV = const.k / const.e

# Lattice tests of coverages, random pairing, peak position and height
small = make_lattice(3, 3)
for a, b in [(0.7, 3.0), (4.0, 3.0), (9.0, 0.5)]:
    tA, tB, pair = lattice_average(small, a, b)
    assert abs(tA - a / (1 + a + b)) < 1e-10
    assert abs(tB / (1 - tA - tB) - b) < 1e-8
    assert abs(pair - tA * tB) < 1e-10
for b in (0.5, 3.0, 10.0):
    best = find_peak(lambda a: lattice_average(small, a, b)[2])
    tA, tB, height = lattice_average(small, best, b)
    assert abs(best / (1 + b) - 1) < 1e-5
    assert abs(tA - 0.5) < 1e-5
    assert abs(height - b / (4 * (1 + b))) < 1e-9
a_peak = find_peak(lambda a: lattice_average(small, a, b_fixed)[2])
theta_A, theta_B, rate_peak = lattice_average(small, a_peak, b_fixed)
for factor in (2.0, 5.0):
    low = lattice_average(small, 4 / factor, 3.0)[2]
    high = lattice_average(small, 4 * factor, 3.0)[2]
    assert abs(low - high) < 1e-10

# Symbolic test of the slope of the rate
sa, sb = sp.symbols("a b", positive=True)
slope = sp.diff(sa * sb / (1 + sa + sb)**2, sa)
assert sp.simplify(slope - sb * (1 + sb - sa) / (1 + sa + sb)**3) == 0


# Microscopic rates behind the adsorption constants
def hits_per_site(mass, T):
    """Impacts per site per second at 1 Torr."""
    flux = torr / np.sqrt(2 * np.pi * mass * const.atomic_mass * const.k * T)
    return flux / (site_density * 1e4)


des_A = sticking * hits_per_site(mass_A, temperature) / K_A
des_B = sticking * hits_per_site(mass_B, temperature) / K_B
E_A = kB_eV * temperature * np.log(attempt / des_A)
E_B = kB_eV * temperature * np.log(attempt / des_B)


def integrate_kinetics(a, b, k):
    """Coverages reached from a bare surface by time integration."""
    def change(t, y):
        vacant = 1 - y[0] - y[1]
        reaction = k * y[0] * y[1]
        return [des_A * (a * vacant - y[0]) - reaction,
                des_B * (b * vacant - y[1]) - reaction]
    run = solve_ivp(change, (0, 0.05), [0.0, 0.0], method="LSODA",
                    rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[:, -1]


def steady_coverages(a, b, k):
    """Steady coverages with the reaction included, by iteration."""
    tA, tB = a / (1 + a + b), b / (1 + a + b)
    for _ in range(300):
        ra, rb = a / (1 + k * tB / des_A), b / (1 + k * tA / des_B)
        tA, tB = ra / (1 + ra + rb), rb / (1 + ra + rb)
    return np.array([tA, tB])


assert np.allclose(integrate_kinetics(1.5, 3.0, 0.0), [1.5 / 5.5, 3 / 5.5],
                   atol=1e-6)
k_fast = 1000 * k_surface
for k in (k_surface, k_fast):
    assert np.allclose(integrate_kinetics(4.0, 3.0, k),
                       steady_coverages(4.0, 3.0, k), atol=1e-6)
a_finite = find_peak(lambda a: np.prod(steady_coverages(a, b_fixed, k_surface)))
a_fast = find_peak(lambda a: np.prod(steady_coverages(a, b_fixed, k_fast)))
theta_fast = steady_coverages(a_fast, b_fixed, k_fast)[0]

# Repulsion between neighbours, on two lattice sizes
w = repulsion / (kB_eV * temperature)
large = make_lattice(3, 4)
a_rep_small = find_peak(lambda a: lattice_average(small, a, b_fixed, w)[2])
a_rep = find_peak(lambda a: lattice_average(large, a, b_fixed, w)[2])
theta_rep, _, rate_rep = lattice_average(large, a_rep, b_fixed, w)
assert abs(a_rep / a_rep_small - 1) < 0.05

# Temperature error, gas transport and dissociative adsorption of A
T_hot = temperature + 10


def adsorption_constant(mass, energy, T):
    return (sticking * hits_per_site(mass, T)
            / (attempt * np.exp(-energy / (kB_eV * T))))


K_A_hot = adsorption_constant(mass_A, E_A, T_hot)
K_B_hot = adsorption_constant(mass_B, E_B, T_hot)
a_hot = find_peak(lambda a: lattice_average(small, a, K_B_hot * p_B)[2])
consumed = k_surface * rate_peak * site_density * 1e4
pressure_drop = (consumed * gas_gap * 1e-2 * const.k * temperature
                 / (diffusivity * 1e-4) / torr)
a_diss = find_peak(lambda a: lattice_average(small, np.sqrt(a), b_fixed)[2])
assert abs(a_diss - 16) < 1e-3

growth = k_surface * layer * 60    # nm/min when R/k = 1
print(f"Temperature: {temperature:.0f} K")
print(f"K_A, K_B: {K_A:.1f}, {K_B:.1f} 1/Torr")
print(f"p_B: {p_B:.2f} Torr;  K_B p_B: {b_fixed:.2f} (no unit)")
print(f"Surface rate constant k: {k_surface:.1f} 1/s")
print(f"Film per reaction per site: {layer:.2f} nm")
print(f"Peak K_A p_A: {a_peak:.4f} (no unit)")
print(f"Peak p_A: {a_peak / K_A:.4f} Torr")
print(f"Peak theta_A: {theta_A:.4f} (fraction of sites)")
print(f"Peak theta_B: {theta_B:.4f} (fraction of sites)")
print(f"Vacant at peak: {1 - theta_A - theta_B:.4f} (fraction of sites)")
print(f"Peak R/k: {rate_peak:.4f} (no unit)")
print(f"Peak R: {k_surface * rate_peak:.4f} 1/s per site")
print(f"Peak growth rate: {growth * rate_peak:.3f} nm/min")
print("Table: K_A p_A | p_A (Torr) | theta_A | theta_B | growth (nm/min)")
for a in (1.0, 2.0, 4.0, 8.0, 16.0):
    tA, tB, pair = lattice_average(small, a, b_fixed)
    print(f"{a:5.1f} | {a / K_A:4.1f} | {tA:.4f} | {tB:.4f} | {growth * pair:.3f}")
half_ratio = lattice_average(small, a_peak / 2, b_fixed)[2] / rate_peak
print(f"Rate at half the best p_A / peak rate: {half_ratio:.4f} (no unit)")
print(f"Masses of A, B: {mass_A:.0f}, {mass_B:.0f} u")
print(f"Sticking on vacant sites: {sticking:.1f} (no unit)")
print(f"Site density: {site_density:.1e} 1/cm2")
print(f"Desorption attempt rate: {attempt:.1e} 1/s")
print(f"Desorption rates of A, B: {des_A:.0f}, {des_B:.0f} 1/s")
print(f"Desorption energies of A, B: {E_A:.3f}, {E_B:.3f} eV")
print(f"Peak p_A with finite k: {a_finite / K_A:.5f} Torr")
print(f"Peak p_A with k 1000 times larger: {a_fast / K_A:.3f} Torr")
print(f"theta_A at that peak: {theta_fast:.4f} (fraction of sites)")
print(f"Neighbour repulsion: {repulsion:.3f} eV")
print(f"Peak p_A with repulsion, 12 sites: {a_rep / K_A:.4f} Torr")
print(f"Shift from 9 to 12 sites: {(a_rep - a_rep_small) / K_A:.5f} Torr")
print(f"theta_A at that peak: {theta_rep:.4f} (fraction of sites)")
print(f"Growth rate at that peak: {growth * rate_rep:.3f} nm/min")
print(f"K_A, K_B at {T_hot:.0f} K: {K_A_hot:.3f}, {K_B_hot:.3f} 1/Torr")
print(f"Peak p_A at {T_hot:.0f} K: {a_hot / K_A_hot:.4f} Torr")
print(f"Gas diffusivity: {diffusivity:.0f} cm2/s;  gas gap: {gas_gap:.1f} cm")
print(f"Pressure drop across the gas gap: {pressure_drop:.2e} Torr")
print(f"Peak K_A p_A if A dissociates: {a_diss:.3f} (no unit)")
print("all good")
```

Output:

```
Temperature: 900 K
K_A, K_B: 2.0, 6.0 1/Torr
p_B: 0.50 Torr;  K_B p_B: 3.00 (no unit)
Surface rate constant k: 4.0 1/s
Film per reaction per site: 0.25 nm
Peak K_A p_A: 4.0000 (no unit)
Peak p_A: 2.0000 Torr
Peak theta_A: 0.5000 (fraction of sites)
Peak theta_B: 0.3750 (fraction of sites)
Vacant at peak: 0.1250 (fraction of sites)
Peak R/k: 0.1875 (no unit)
Peak R: 0.7500 1/s per site
Peak growth rate: 11.250 nm/min
Table: K_A p_A | p_A (Torr) | theta_A | theta_B | growth (nm/min)
  1.0 |  0.5 | 0.2000 | 0.6000 | 7.200
  2.0 |  1.0 | 0.3333 | 0.5000 | 10.000
  4.0 |  2.0 | 0.5000 | 0.3750 | 11.250
  8.0 |  4.0 | 0.6667 | 0.2500 | 10.000
 16.0 |  8.0 | 0.8000 | 0.1500 | 7.200
Rate at half the best p_A / peak rate: 0.8889 (no unit)
Masses of A, B: 100, 50 u
Sticking on vacant sites: 0.1 (no unit)
Site density: 1.0e+15 1/cm2
Desorption attempt rate: 1.0e+13 1/s
Desorption rates of A, B: 5855, 2760 1/s
Desorption energies of A, B: 1.649, 1.707 eV
Peak p_A with finite k: 1.99906 Torr
Peak p_A with k 1000 times larger: 1.482 Torr
theta_A at that peak: 0.4614 (fraction of sites)
Neighbour repulsion: 0.020 eV
Peak p_A with repulsion, 12 sites: 2.4694 Torr
Shift from 9 to 12 sites: 0.00213 Torr
theta_A at that peak: 0.4842 (fraction of sites)
Growth rate at that peak: 8.444 nm/min
K_A, K_B at 910 K: 1.575, 4.685 1/Torr
Peak p_A at 910 K: 2.1227 Torr
Gas diffusivity: 200 cm2/s;  gas gap: 1.0 cm
Pressure drop across the gas gap: 3.50e-04 Torr
Peak K_A p_A if A dissociates: 16.000 (no unit)
all good
```
